Short-range exchange in plane waves by interpolative separable density fitting

Exact exchange in plane waves by interpolative separable density fitting

What symmetry and size consistency allow

Take N real, orthonormal, doubly occupied orbitals ψ_i(r) in a periodic cell of volume Ω at the Γ point, in Hartree atomic units. Exchange couples electrons of equal spin. Each spin contributes −½ Σ_ij (ρ_ij|ρ_ij), so the two spins together give

E_x = −Σ_ij (ρ_ij|ρ_ij),  ρ_ij(r) = ψ_i(r) ψ_j(r),

where (f|g) = ∫∫ f(r) v(r−r') g(r') and i, j run over 1…N. An orthogonal mixing of the occupied orbitals leaves the determinant unchanged. Doing the orbital sums first makes this visible:

Σ_ij ρ_ij(r) ρ_ij(r') = [Σ_i ψ_i(r) ψ_i(r')]² = P(r,r')².

A scheme that respects the symmetry can be built from the one-spin density matrix P alone, through its elementwise square, and need never list the N² pairs.

Size fixes the rest. The number of functions needed to represent all ρ_ij to a relative accuracy ε is a pure number. If P decays over a length 1/κ that does not grow with the cell, distant regions need separate sets of functions, so doubling the cell at fixed orbital density n̄ = N/Ω doubles the count. In d dimensions,

N_μ = c N,  c = c(ε, κ n̄^(−1/d), …),

where the dots stand for other dimensionless shape parameters. This gives the form under an assumption of locality. It gives neither c nor the functions.

The naive scheme

The orbitals are plane-wave expansions, held on a uniform grid of N_g points with weight dV = Ω/N_g. A product contains wave vectors up to twice the orbital cutoff radius, and the grid is assumed to hold them all, so grid sums of products are exact integrals. The kernel is v(r) = erfc(ωr)/r. The transform of 1/r is 4π/G², and erf(ωr)/r is the potential of a unit Gaussian charge with transform exp(−G²/4ω²). Subtracting, with x = G²/4ω²,

v(G) = 4π (1 − e^(−x))/G² = (π/ω²) (1 − e^(−x))/x.

The derivative of (1 − e^(−x))/x has the sign of 1 + x − e^x, which is negative for x > 0. So v(G) is positive and falls monotonically from v(0) = π/ω². The convolution v*f is one forward FFT, a multiplication by v(G) and one inverse FFT: a Poisson solve. On the grid it is a symmetric matrix 𝒱 with eigenvalues v(G), and (f|g) = dV fᵀ𝒱g.

The exchange operator acts on an occupied orbital as

W_j(r) = −Σ_i ψ_i(r) (v*ρ_ij)(r).

Its matrix is K_kj = dV Σ_r ψ_k W_j = −Σ_i (ρ_ki|ρ_ij), and tr K = E_x.

Since ρ_ij = ρ_ji, direct evaluation takes N(N+1)/2 solves, at cost O(N² N_g log N_g). With N_g ∝ N this is already cubic up to the logarithm. The defect is not the exponent. It is that a quadratic number of solves is spent on functions that, by the opening argument, nearly lie in a space of dimension cN. The solve is linear, so one solve per basis function of that space is enough.

Why a general low-rank factorization is a costly repair

Collect the pairs in the N_g × N² matrix Z(r,ij) = ψ_i(r) ψ_j(r). A truncated singular value decomposition Z ≈ ΘC, with N_μ columns in Θ, is the best fit of its rank. But its coefficients C(μ,ij) are general numbers. Computing them by projection costs N_g N_μ N², which is quartic. They can be avoided by working with the N_g × N_g matrix ZZᵀ, whose elements are P(r,r')² and whose eigenvectors are the left singular vectors of Z. Forming it costs N_g² N, and extracting N_μ eigenvectors from it costs of order N_g² N_μ: cubic, but with the large factor N_g². Factors that keep the product form in i and j let the orbital sums collapse into P between the grid and only N_μ points, which replaces N_g² N_μ by N_g N_μ². Rows of Z have that form. Choose N_μ grid points r_μ and set

C(μ,ij) = ψ_i(r_μ) ψ_j(r_μ),  ρ_ij(r) ≈ ρ̃_ij(r) = Σ_μ ζ_μ(r) ψ_i(r_μ) ψ_j(r_μ),

with Θ(r,μ) = ζ_μ(r) independent of the pair. This is interpolative separable density fitting (ISDF). The error measure is ε = ‖Z − ΘC‖_F / ‖Z‖_F, relative to the norm of all pair densities together.

The functions for given points

Minimize ‖Z − ΘC‖²_F over Θ. The first-order change is −2 tr[δΘᵀ (Z − ΘC) Cᵀ], which vanishes for all δΘ when ΘCCᵀ = ZCᵀ. For linearly independent rows of C,

Θ = Z Cᵀ (C Cᵀ)⁻¹.

Define S = ZZᵀ. By the first section S(r,r') = P(r,r')². As C consists of rows of Z, both factors are blocks of S:

(ZCᵀ)(r,μ) = P(r,r_μ)²,  (CCᵀ)(μ,ν) = P(r_μ,r_ν)².

Z is never formed. At r = r_ν the row of ZCᵀ equals the row of CCᵀ, so ζ_μ(r_ν) = δ_μν: the fit is exact at the chosen points. Each ζ_μ is a linear combination of columns of Z, so it has no wave vector beyond twice the orbital cutoff radius and its solve is free of aliasing. Finally

Z̃ = ΘC = ZΠ,  Π = Cᵀ (CCᵀ)⁻¹ C,

where Π is symmetric and Π² = Π: the orthogonal projector, in the N²-dimensional space of pair indices, on the row space of C.

Choosing the points

Let a_r be row r of Z, a vector in pair space. The squared error is Σ_r ‖(1 − Π) a_r‖². Unguided points can cluster, where the a_r are nearly parallel, and leave gaps. The greedy cure is to take as the next point the one whose vector is worst represented so far. That is QR factorization of Zᵀ with column pivoting. With J the permutation that puts the chosen columns first and Q = [Q₁ Q₂] orthonormal,

Zᵀ J = [ Q₁R₁₁ ,  Q₁R₁₂ + Q₂R₂₂ ],

with R₁₁ upper triangular of size N_μ. The first block is Cᵀ = Q₁R₁₁, so CCᵀ = R₁₁ᵀR₁₁ and Π = Q₁Q₁ᵀ. Because Q₂ᵀQ₁ = 0, the unchosen rows of ZCᵀ are R₁₂ᵀR₁₁. Multiplying by (CCᵀ)⁻¹ = R₁₁⁻¹R₁₁⁻ᵀ gives R₁₂ᵀR₁₁⁻ᵀ, and hence

Θᵀ J = [ 1 , R₁₁⁻¹R₁₂ ],  (1 − Π) Zᵀ J = [ 0 , Q₂R₂₂ ],  ‖Z − ΘC‖_F = ‖R₂₂‖_F.

This brings the quartic cost back, since each of N_μ steps updates N_g vectors of length N². The symmetry removes it again. After k steps with orthonormal q_1…q_k, write R_l(r) = q_l·a_r. The squared residual of point r is

d_k(r) = S(r,r) − Σ_{l≤k} R_l(r)².

The pivot p maximizes d_k, and the new unit vector is q_{k+1} = [a_p − Σ_l q_l R_l(p)] / √d_k(p). Its scalar product with a_r, using a_p·a_r = P(p,r)², is

R_{k+1}(r) = [ P(p,r)² − Σ_{l≤k} R_l(p) R_l(r) ] / √d_k(p).

The recursion closes on R and one column of P. It is pivoted Cholesky factorization of S. In exact arithmetic, with ties broken alike, it yields the same pivots, the same diagonal |R_kk| = √d_{k−1}(p), and the running error ‖R₂₂‖²_F = Σ_r d_k(r) as a stopping criterion. Step k costs N_g N for the column of P and N_g k for the subtraction, in all O(N_g N N_μ + N_g N_μ²). The price is precision. The d_k are squared quantities obtained by subtraction, so rounding swamps them once ε² nears the rounding unit times the number of steps. In double precision that suggests a floor at ε of order 10⁻⁸ to 10⁻⁷. On the 16-well ring below, the recursion follows explicit QR down to about 2 × 10⁻⁸, and with more points the fit from the blocks of S gets worse again, 6 × 10⁻⁸ at 120 points.

A second route shrinks the pair space. Draw independent N × p matrices A, B of standard normal numbers and form

Y(r,ab) = [Σ_i ψ_i(r) A_ia] [Σ_j ψ_j(r) B_jb].

Since E[A_ia A_i'a] = δ_ii', each a contributes P(r,r') on average. By independence the a and b sums factorize, and E[YYᵀ] = (pP)(pP) = p² S elementwise. Pivoted QR of Yᵀ with p² somewhat above N_μ costs O(N_g N_μ²) and sees the right geometry on average. No guarantee for a single draw is derived here.

How large the rank is

The exact rank can be as large as the number of distinct pairs. The symmetry ρ_ij = ρ_ji limits it to N(N+1)/2, and for the lowest 12 orbitals of the model crystal below it reaches that limit, 78. The grid gives the further limit N_g, which is linear in the volume but grows with the cutoff; it corresponds to c = N_g/N, which is 5832/54 = 108 in the model crystal. Band limitation tightens this to the number of distinct differences of the orbital wave vectors, and at N = 54 the pair count is tighter still, c = 1485/54 = 27.5. All of these lie above the values 4 to 10 used there. The useful statement concerns r_ε, the smallest rank whose best approximation has error ε or less, as N and Ω grow together.

Under an orthogonal mixing U, Z becomes Z(U⊗U), and U⊗U is orthogonal, so the singular values do not change. Any convenient orbitals may be used for counting.

Localized case. Assume the occupied space has an orthonormal basis with |w_a(r)| ≤ A exp(−κ|r − R_a|), with A and κ independent of N, centres of bounded density, and distances measured periodically. This is expected for a gapped system without topological obstruction; here it is an assumption. For centres a distance D apart, the sum s = |r − R_a| + |r − R_b| is at least D (triangle inequality) and at least |r − R_a|, hence at least their average. Then

∫ w_a² w_b² ≤ A⁴ ∫ e^(−2κs) ≤ A⁴ e^(−κD) ∫ e^(−κ|r|) d^d r = A' e^(−κD).

Set to zero all columns with D > R. Each centre has O(D^(d−1) dD) partners in a shell, so the dropped squared norm is at most N A'' (1 + κR)^(d−1) e^(−κR). The total has a lower bound from the Cauchy–Schwarz inequality and ∫ P(r,r) = N:

dV ‖Z‖²_F = ∫ P(r,r)² ≥ N²/Ω = N n̄.

N cancels in the ratio. The relative error η(R) of the truncation obeys

η(R)² ≤ (A''/n̄) (1 + κR)^(d−1) e^(−κR).

If each centre has at most z(R) = O(n̄R^d) others within R, the truncated matrix has at most N + N z/2 distinct columns. By the Eckart–Young theorem the best approximation of that rank is at least as good. Choosing R ≈ (2/κ) ln(1/ε), up to logarithmic corrections,

r_ε ≤ c N,  c = 1 + z(R)/2 = O( n̄ κ^(−d) ln^d(1/ε) ).

This upper bound becomes useless as κ → 0.

Free electrons. With complex orbitals e^(iG·r), |G| ≤ k, the pair density ψ_G ψ_G'* is e^(i(G−G')·r)/Ω. Distinct plane waves are independent, so the exact rank is the number of distinct differences. In one dimension N = 2m+1 consecutive integers have differences −2m…2m, giving 4m + 1 = 2N − 1; the computed ranks are 13 for N = 7 and 33 for N = 17. In a cubic cell, in units of 2π/L, every difference lies within radius 2k. Conversely let |q| ≤ 2k − √3 and let G be the lattice point nearest q/2, so |G − q/2| ≤ √3/2. Then |G| and |G − q| are both at most |q|/2 + √3/2 ≤ k, and q is a difference. The count lies between the lattice counts of two spheres whose volumes, divided by that of radius k, tend to 8. The ratio rank/N is 4.89 at N = 19, where a singular value decomposition confirms the count 93, and the counted ratios are 7.40, 7.77 and 7.84 at N = 515, 4169 and 14147. Here linearity comes from band limitation and needs no gap. The two cases do not prove linearity for a general metal.

The localized bound concerns the best approximation, not the greedy points, whose rank at given ε cannot be smaller. How much larger it is, if at all, is a numerical finding. On a ring of Gaussian wells (spacing 3 bohr, depth 1.5 Ha, width 0.7 bohr, random displacements up to 0.15 bohr, one orbital per well, gap 0.597 Ha) the ranks at ε = 10⁻², 10⁻³, 10⁻⁴ are:

N = 16, 136 pairs: best 32, 44, 49; pivoted 32, 46, 52
N = 32, 528 pairs: best 64, 88, 98; pivoted 64, 92, 105
N = 64, 2080 pairs: best 128, 175, 197; pivoted 128, 184, 209

From N = 32 to 64 the pivoted rank grows with exponent 1.00, 1.00 and 0.993. At these three tolerances pivoting costs up to 7% over the optimum (105/98 = 1.07). This is not a bound: the excess depends on ε and on the system, and the figure should not be carried over to three dimensions. Doubling the grid and the wave-vector cutoff at N = 16 leaves the best ranks at 32, 44, 49. For localized orbitals, made by symmetric orthogonalization of the columns of P at the wells, keeping pairs up to m sites apart means z = 2m and N(m+1) columns. At N = 64, η = 0.198, 0.0471, 0.0146, 0.00498, 0.00179 for m = 0…4, nearly the same at all three sizes, with successive ratios rising from 0.24 to 0.36. The bound is loose: ε = 10⁻² needs m = 3, so it promises r ≤ 4N, while the rank is 2N. The value 2N is close to the free-electron 2N − 1, and it is also the number of on-site and nearest-neighbour pairs. At N = 16 the best rank at ε = 10⁻² stays at 32 for well depths from 0.3 to 3 Ha and drops to 16 at 8 Ha, so these numbers do not single out either reading. At N = 32 with 92 points, ε is 9.8 × 10⁻⁴ for pivoted points, 1.2 × 10⁻³ for one draw of a sketch with p = 11 (other draws give 1.0 to 1.2 × 10⁻³), and 9.2 × 10⁻² (median of several draws) for random points. Random points are a weak baseline: on this nearly uniform ring, 92 evenly spaced points do better than the pivoted ones (ε between 7.2 and 7.9 × 10⁻⁴ over shifts of the pattern), although with 64 points, two per well, the result depends on the shift and can be five times worse than pivoting. So the comparison shows the harm of irregular spacing, not an advantage of pivoting over every simple choice.

Exchange from the compressed form

Solve once per function, V_μ = v*ζ_μ. By linearity v*ρ̃_ij = Σ_μ V_μ ψ_i(r_μ) ψ_j(r_μ). Insert this in W_j and sum over i first, using Σ_i ψ_i(r) ψ_i(r_μ) = P(r,r_μ):

W̃_j(r) = −Σ_μ P(r,r_μ) V_μ(r) ψ_j(r_μ).

With both densities fitted, the pair sum gives Σ_ij C(μ,ij) C(ν,ij) = P(r_μ,r_ν)², so

Ẽ = −Σ_ij (ρ̃_ij|ρ̃_ij) = −Σ_μν P(r_μ,r_ν)² (ζ_μ|ζ_ν).

The costs are N_g N N_μ for P(r,r_μ) and again for W̃, N_g N_μ² each for the selection, for Θ and for the matrix (ζ_μ|ζ_ν), and N_μ N_g log N_g for the solves. With N_μ = cN the FFT work is quadratic up to the logarithm, and the cubic terms are dense linear algebra. The ratio of solves is

[N(N+1)/2] / (cN) = (N+1)/(2c),

which exceeds one for N > 2c − 1. This counts solves, not time. The leading term changes from N² N_g log N_g to c² N² N_g, and c² need not be smaller than log N_g. A gain in time rests on matrix multiplication running faster per operation than many separate FFTs, which depends on the machine and was not measured.

The error of the energy is of second order

Let Δ = Z − Z̃ = Z(1 − Π), with columns δ_ij. Written as traces,

E_x = −dV tr(𝒱 Z Zᵀ),  Ẽ = −dV tr(𝒱 Z̃ Z̃ᵀ).

The mixed product vanishes as a matrix on the grid:

Z̃ Δᵀ = Z Π (1 − Π) Zᵀ = 0,

that is, Σ_ij ρ̃_ij(r) δ_ij(r') = 0 for every r and r'. Expanding Z = Z̃ + Δ leaves ZZᵀ = Z̃Z̃ᵀ + ΔΔᵀ, so for any kernel

Ẽ − E_x = dV tr(𝒱 ΔΔᵀ) = Σ_ij (δ_ij|δ_ij).

The eigenvalues of 𝒱 lie between 0 and v(0), and tr ΔΔᵀ = ‖R₂₂‖²_F = ε² ‖Z‖²_F. Hence

0 ≤ Ẽ − E_x ≤ v(0) ε² dV ‖Z‖²_F.

The fit always underestimates the magnitude of exchange for given orbitals. The one-sided trace is tr K̃ = −Σ_ij (ρ_ij|ρ̃_ij) = −dV tr(𝒱 Z̃ Zᵀ), and Z̃Zᵀ = Z̃Z̃ᵀ + Z̃Δᵀ = Z̃Z̃ᵀ, so tr K̃ = Ẽ. The energy therefore follows from W̃ without the matrix (ζ_μ|ζ_ν). If points are added, the new projector Π' contains Π, the difference Π' − Π is again a projector, and Ẽ' − Ẽ = −dV tr[𝒱 Z(Π' − Π)Zᵀ] ≤ 0, being minus the trace of a product of two positive semidefinite matrices. The error cannot rise along the pivot sequence.

The identity needs two things. First, Θ must be the least-squares fit to Z itself, whatever the points. If Θ is fitted to the sketch Y, then Z̃ is no longer ZΠ and the cross term survives. For 12 orbitals and 40 sketch-selected points, tr K̃ − Ẽ is at rounding level (10⁻¹⁵ Ha) with Θ fitted to Z and 0.143 Ha with Θ fitted to Y. The sketch should choose points only. Second, the energy must sum over the same pairs with the same weights as the fit. Occupation fractions f_i fit this pattern if ψ_i is replaced by √f_i ψ_i before fitting, since the pair weight f_i f_j then appears in both. The proofs of the sign and of the monotonicity also use v(G) ≥ 0; without it neither is guaranteed.

The operator has no such protection:

W̃_j − W_j = Σ_i ψ_i (v*δ_ij),  K̃_kj − K_kj = Σ_i (ρ_ki|δ_ij).

Both are linear in δ, and the sum runs over one pair index only, so the orthogonality does not apply. Exchanging k and j gives Σ_i (ρ_ji|δ_ik), a different number in general, so K̃ is not symmetric. The average (K̃ + K̃ᵀ)/2 restores symmetry and keeps the trace. Derivatives can lose an order too: the change of Σ(δ|δ) under a change of the orbitals is 2Σ(δ|dδ), which is of first order in ε unless dδ is itself of order ε; this was not examined.

A model crystal

The cell is a cube of side 15 bohr with 54 Gaussian wells of depth 2.5 Ha and width 1 bohr, on a body-centred pattern with random displacements up to 0.3 bohr per direction. The lowest N = 54 one-electron eigenvectors in 485 plane waves (cutoff 2.11 Ha) are occupied, with a gap of 0.30 Ha above them. The cutoff is small, so these are orbitals of the truncated model, not converged ones; digits below serve to check identities. The orbital wave vectors have integer components up to 4 and the products up to 8, which needs 17 points per side. The grid has 18³ = 5832 points, dV = 3375/5832 = 0.5787 bohr³. With ω = 0.2 bohr⁻¹, v(0) = π/0.04 = 78.54 Ha bohr³.

The direct calculation takes 54·55/2 = 1485 solves and gives E_x = −22.4606 Ha = −611.18 eV. The norm dV‖Z‖²_F = 1.6928 bohr⁻³ lies above its lower bound 54²/3375 = 0.864 bohr⁻³.

For c = 8 there are 8·54 = 432 points and solves, fewer by 1485/432 = 55/16 = 3.44. The fit error is ε = 0.0541 and Ẽ = −22.4344 Ha, so

Ẽ − E_x = −22.4344 + 22.4606 = 0.0262 Ha.

This is 0.0262/22.46 = 1.2 × 10⁻³ of |E_x|, and 0.0262/54 = 4.85 × 10⁻⁴ Ha = 13.2 meV per orbital. Forming every δ_ij explicitly and summing (δ|δ) gives 2.620178 × 10⁻² Ha, equal to the energy difference in all printed digits. The squared residual is 0.05411² × 1.6928 = 4.956 × 10⁻³ bohr⁻³, and the bound is 78.54 × 4.956 × 10⁻³ = 0.389 Ha, about 15 times the error. The series reads:

c = 4: 216 solves, ε = 0.106, error 0.164 Ha (82.7 meV per orbital), W error 4.3%
c = 6: 324 solves, ε = 0.0723, error 0.0590 Ha (29.7 meV), W error 2.3%
c = 8: 432 solves, ε = 0.0541, error 0.0262 Ha (13.2 meV), W error 1.3%
c = 10: 540 solves, ε = 0.0436, error 0.0147 Ha (7.4 meV), W error 0.83%

The W error is ‖W̃ − W‖_F/‖W‖_F. The asymmetry ‖K̃ − K̃ᵀ‖_F falls from 0.062 to 0.024 Ha over the same range; at c = 8 it is 0.034 Ha, larger than the energy error.

Two features differ from a plain reading of the theory. The logarithmic slopes against ε between c = 4 and 10 are 2.72 for the energy and 1.84 for W, not 2 and 1. For the energy the excess can be traced. In Fourier space the error identity reads Ẽ − E_x = v_eff ε² dV‖Z‖²_F, where v_eff is the average of v(G) weighted by Σ_ij |δ_ij(G)|². It equals v(0) times the ratio of error to bound: 78.54 × 0.1641/1.493 = 8.63 at c = 4 and 78.54 × 0.01467/0.2522 = 4.57 Ha bohr³ at c = 10. The slope is therefore

2 + ln(8.63/4.57) / ln(0.1060/0.04355) = 2 + 0.636/0.890 = 2.71, against 2.72 from the unrounded values.

Since v(G) decreases with |G|, a falling average means that residual weight has moved to larger |G|, where the kernel is weak. That the same shift lifts the slope of W above 1 is a conjecture; the combined norm of the potentials v*δ_ij has slope 1.6, which matches only part of the excess. What the theory predicts and the numbers show is that W converges more slowly than the energy, here by 0.88 in slope.

The second feature is that ε falls slowly: by a factor 2.4 while c grows by 2.5, with 540 of the 1485 distinct pairs' worth of points already used. The localized bound inverts to ε ≲ exp(−b c^(1/d)) with some constant b, which is much slower in three dimensions than on the ring, so there is no conflict; four points at one size cannot establish the law. The greedy choice raises ε above the optimum: for the lowest 12 of these orbitals and 40 points, ε is 0.230 against 0.173, a factor 1.33. That concerns the level of ε, not its rate of fall. For all 54 orbitals the best approximation of the same rank falls from 0.083 at c = 4 to 0.033 at c = 10, a factor 2.5, so the slow decrease belongs to the pair densities and not to the greedy choice. The small energy error rests on the second-order identity and on the smoothing by the kernel, not on an accurate fit of each pair density.

At c = 8 the break-even in solves is N = 15. If c = 8 gave the same error per orbital in a cell with N = 1000, the ratio would be 1001/16 = 62.6. That premise is stronger than the linear-rank statement, which is bounded above for localized orbitals, exact for free electrons and computed on the ring. It also requires that c has already reached its large-cell value at N = 54. The series above is for one size only, a cell three lattice constants wide in which 432 points are 29% of the distinct pairs. In this model the error per orbital at fixed c does rise with the cell once c is large enough for the finite pair count to help. In a cell of side 20 bohr with 128 wells and nearly the same cutoff, c = 4 gives 81.5 meV per orbital, close to 82.7, but c = 6 gives ε = 0.083 and 38.8 meV against 0.072 and 29.7 meV at N = 54. A large cell should therefore be expected to need a larger c for 13 meV per orbital, with a ratio below 62.6.

For complex orbitals the pair density is ψ_i ψ_j*, S becomes |P|², transposes become adjoints and the exact rank is limited by N² instead of N(N+1)/2; the derivations otherwise carry over. The numerical check of the identities, ranks and bounds follows.

Computed results

```
Gaussian test energy: grid 0.20260552 Ha, closed form 0.20260552 Ha
3D: L=15.0 bohr, wells 2.5 Ha x 1.0 bohr, displacement 0.3 bohr, w=0.2 1/bohr
3D: N=54, plane waves 485, Ecut 2.1055 Ha, Ng=5832, dV=0.57870 bohr^3
3D: gap 0.3035 Ha, v(0)=78.5398 Ha bohr^3
12 orbitals: exact rank 78; eps at 40 points 2.2992e-01, SVD optimum 1.7286e-01
trK-E_isdf: Theta fitted to Z 8.9e-16 Ha, to sketch 1.429e-01 Ha
exact E_x = -22.46059442 Ha = -611.18391 eV, Poisson solves 1485
|Z|^2 dV = 1.692770 1/bohr^3
c=4: solves 216 (ratio 6.88), eps 1.060e-01, E -22.296475 Ha, dE 1.641e-01 Ha
   dE/N 82.7023 meV, bound 1.493e+00 Ha, relerr W 4.298e-02, |K-K^T| 6.178e-02 Ha
c=6: solves 324 (ratio 4.58), eps 7.225e-02, E -22.401612 Ha, dE 5.898e-02 Ha
   dE/N 29.7219 meV, bound 6.939e-01 Ha, relerr W 2.295e-02, |K-K^T| 4.770e-02 Ha
c=8: solves 432 (ratio 3.44), eps 5.411e-02, E -22.434393 Ha, dE 2.620e-02 Ha
   dE/N 13.2035 meV, bound 3.892e-01 Ha, relerr W 1.312e-02, |K-K^T| 3.428e-02 Ha
   explicit sum (delta|delta) = 2.620178e-02 Ha, dE = 2.620178e-02 Ha
c=10: solves 540 (ratio 2.75), eps 4.355e-02, E -22.445922 Ha, dE 1.467e-02 Ha
   dE/N 7.3937 meV, bound 2.522e-01 Ha, relerr W 8.345e-03, |K-K^T| 2.394e-02 Ha
log-log slope vs eps (c=4 to 10): energy 2.72, W 1.84
c=8: break-even N=15; solve ratio at N=1000: 62.6
free 1D: N=7, rank 13
free 1D: N=17, rank 33
free 3D: N=7, SVD rank 25, rank/N 3.57
free 3D: N=19, SVD rank 93, rank/N 4.89
free 3D: N=27, SVD rank 125, rank/N 4.63
free 3D: N=515, differences 3809, ratio 7.396
free 3D: N=4169, differences 32393, ratio 7.770
free 3D: N=14147, differences 110961, ratio 7.843
ring: spacing 3.0 bohr, wells 1.5 Ha x 0.7 bohr, displacement 0.15 bohr
N=16: gap 0.597 Ha, pairs 136, eps 1e-2,1e-3,1e-4: SVD [32 44 49], pivoted [32 46 52]
   dropped-pair error eta(m=0..4): 1.98e-01 4.72e-02 1.46e-02 5.00e-03 1.79e-03
   SVD ranks at doubled grid and wave-vector cutoff: [32 44 49]
N=32: gap 0.597 Ha, pairs 528, eps 1e-2,1e-3,1e-4: SVD [64 88 98], pivoted [ 64  92 105]
   dropped-pair error eta(m=0..4): 1.96e-01 4.71e-02 1.46e-02 4.98e-03 1.79e-03
   92 points: eps pivoted 9.77e-04, sketch p=11 1.20e-03, random 9.21e-02
N=64: gap 0.597 Ha, pairs 2080, eps 1e-2,1e-3,1e-4: SVD [128 175 197], pivoted [128 184 209]
   dropped-pair error eta(m=0..4): 1.98e-01 4.71e-02 1.46e-02 4.98e-03 1.79e-03
rank/N at N=64: SVD [2.   2.73 3.08] pivoted [2.   2.88 3.27]
growth exponent of pivoted rank, N=32 to 64: [1.    1.    0.993]
```
